# Variational conductivity in a magnetic field: paired solutions and a saddle point

## Symmetry fixes the form

The conductivity $\sigma_{ab}(\mathbf B)$ gives the current along $a$ caused by a weak electric field along $b$. It comes from a linear equation $L(\mathbf B)\chi_b=v_b$ as an overlap $\langle v_a,L(\mathbf B)^{-1}v_b\rangle$. For the scattering treated here, shown below, reversing the magnetic field transposes the operator:

$$L(\mathbf B)^T=L(-\mathbf B).$$

A quadratic form in one real function cannot tell an operator from its transpose, since $\langle\phi,L\phi\rangle=\langle\phi,L^T\phi\rangle$. It therefore contains only the part of $L$ that is even in $\mathbf B$, and the magnetic drift is odd. A functional linear in $L$ that is to feel the drift needs two functions. Exchanging them, together with $a\leftrightarrow b$ and $\mathbf B\to-\mathbf B$, should leave it unchanged. These requirements suggest

$$F[\psi,\phi]=\langle\psi,u_b\rangle+\langle u_a,\phi\rangle-\langle\psi,L(\mathbf B)\phi\rangle, \tag{1}$$

where $u_a$ is $v_a$ up to normalization. Its stationary value is the wanted overlap, with $\phi$ solving the problem at $\mathbf B$ and $\psi$ the problem at $-\mathbf B$. The price is that the stationary point is a saddle.

## The linear equation

Electrons have charge $-e$ and velocity $\mathbf v=\partial_{\mathbf k}\varepsilon/\hbar$. The fields are uniform and steady, and the motion is semiclassical in one band. Write

$$f=f_0(\varepsilon)+(-f_0')\Phi,\qquad \dot{\mathbf k}=-\frac e\hbar(\mathbf E+\mathbf v\times\mathbf B).$$

To first order in $\mathbf E$, the left side of $\dot{\mathbf k}\cdot\partial_{\mathbf k}f=(\partial_tf)_{\rm coll}$ has two parts. The electric force acts on $f_0$ and gives $-e\,\mathbf E\cdot\mathbf v\,f_0'=(-f_0')\,e\,\mathbf E\cdot\mathbf v$. The magnetic force does nothing to a function of energy, because $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$, so it acts on $\Phi$ alone. With the collision term written as $-(-f_0')C\Phi$, division by $-f_0'$ gives

$$(C+M)\Phi=-e\,\mathbf E\cdot\mathbf v,\qquad M=-\frac e\hbar(\mathbf v\times\mathbf B)\cdot\partial_{\mathbf k}.$$

Set $L=C+M$ and $\Phi=-e\sum_bE_b\chi_b$, so that $L\chi_b=v_b$. Define

$$\langle f,g\rangle=\frac1N\int\frac{2\,d^3k}{(2\pi)^3}(-f_0')fg,\qquad N=\int\frac{2\,d^3k}{(2\pi)^3}(-f_0').$$

The current carries a second factor $-e$, hence $\sigma_{ab}=e^2N\langle v_a,L^{-1}v_b\rangle$.

For a Fermi sphere with mass $m$, let $x,y,z$ be the components of $\mathbf k/k_F$ and $u_a=\sqrt3\,k_a/k_F$, so that $\langle u_a,u_b\rangle=\delta_{ab}$. Then $v_a=v_Fu_a/\sqrt3$ and $N=3n/(mv_F^2)$, which give

$$\sigma_{ab}=\frac{ne^2}{m}\langle u_a,L^{-1}u_b\rangle .$$

For $\mathbf B$ along $z$, $\mathbf v\times\mathbf B=(\hbar B/m)(k_y,-k_x,0)$. Therefore

$$M=\omega_c(k_x\partial_{k_y}-k_y\partial_{k_x})=\omega_c\partial_\alpha,\qquad\omega_c=eB/m,$$

with $\alpha$ the azimuth about the field.

## Why reversing the field transposes the operator

**Magnetic drift.** Let $\mathbf A=-(e/\hbar)\mathbf v\times\mathbf B$. Integration by parts, with no boundary term in a periodic zone, gives

$$\int(-f_0')\psi\,\mathbf A\cdot\partial_{\mathbf k}\phi=-\int\phi\,\partial_{\mathbf k}\cdot\left[(-f_0')\psi\mathbf A\right].$$

Two of the three terms on the right vanish. First, $\partial_{\mathbf k}\cdot\mathbf A=-(e/\hbar)\mathbf B\cdot(\partial_{\mathbf k}\times\mathbf v)=0$, because $\mathbf v$ is a gradient. Second, $\mathbf A\cdot\partial_{\mathbf k}f_0'=\hbar f_0''\mathbf A\cdot\mathbf v=0$. What remains is $\langle\psi,M\phi\rangle=-\langle M\psi,\phi\rangle$, so $M^T=-M$. This holds for a warped band as well as for a sphere.

**Collisions.** For elastic scattering with a symmetric kernel $P(\mathbf k,\mathbf k')=P(\mathbf k',\mathbf k)$, $C\phi$ is the sum over $\mathbf k'$ of $P(\phi-\phi')$. Averaging the expression with its copy in which $\mathbf k$ and $\mathbf k'$ are exchanged gives

$$\langle\psi,C\phi\rangle=\tfrac12\left\langle\!\left\langle P\,(\psi-\psi')(\phi-\phi')\right\rangle\!\right\rangle,$$

with the double bracket an average over both momenta. This is symmetric, and non-negative for $\psi=\phi$. I assume that $C$ does not depend on $\mathbf B$. Then $L(\mathbf B)^T=C-M(\mathbf B)=L(-\mathbf B)$.

**Conserved quantities.** $C$ annihilates functions of energy alone. So does $M$, and by antisymmetry $M\phi$ is orthogonal to them. We therefore work in their orthogonal complement, which contains the velocities, and assume that $C$ is positive there with a lowest eigenvalue above zero. Since $\langle\phi,L\phi\rangle=\langle\phi,C\phi\rangle>0$ for $\phi\ne0$, $L$ is invertible.

If the kernel is not symmetric, the stationary partner in (1) is still the solution of $L^T\psi=u_a$. It need not be the solution at $-\mathbf B$, and the maximum principles below no longer follow.

## One function loses the field

Insert $L$ into the functional that serves at zero field:

$$G[\phi]=2\langle u,\phi\rangle-\langle\phi,L\phi\rangle=2\langle u,\phi\rangle-\langle\phi,C\phi\rangle .$$

The drift has dropped out because $\langle\phi,M\phi\rangle=-\langle M\phi,\phi\rangle=0$. The maximum lies at $C\phi=u$ and equals $\langle u,C^{-1}u\rangle$, the zero-field answer, at every field. In the matrix model below this maximum is 1.068 at 1 T, where the correct value is 0.1039.

## Stationarity and the error

Replace $\psi,\phi$ in (1) by $\psi+\delta\psi,\phi+\delta\phi$. Since $F$ is bilinear apart from its linear terms, the change is

$$\delta F=\langle\delta\psi,u_b-L\phi\rangle+\langle u_a-L^T\psi,\delta\phi\rangle-\langle\delta\psi,L\delta\phi\rangle .$$

The variations are independent, so the first-order part vanishes if and only if

$$L(\mathbf B)\phi=u_b,\qquad L(-\mathbf B)\psi=u_a. \tag{2}$$

At this point $\langle\psi,L\phi\rangle=\langle\psi,u_b\rangle$ cancels the first term of (1), leaving $F=\langle u_a,\phi\rangle=S_{ab}(\mathbf B)$, with $S_{ab}=\langle u_a,L^{-1}u_b\rangle$. Cancelling the second term instead leaves $F=\langle\psi,u_b\rangle=S_{ba}(-\mathbf B)$. The equality of the two is Onsager's relation.

For trial functions that differ from (2) by $\delta\psi,\delta\phi$, the error has no further terms:

$$F-S_{ab}=-\langle\delta\psi,L\,\delta\phi\rangle. \tag{3}$$

Suppose that the partner is instead a fixed wrong function $\tilde\psi$, such as the solution at $+\mathbf B$. With exact $\phi$ the value is still right, since $\tilde\psi$ cancels from (1). An error in $\phi$, however, gives

$$F-S_{ab}=-\langle\tilde\psi-\psi,L\,\delta\phi\rangle,$$

which is of first order in $\delta\phi$.

## The saddle

Take $\delta\phi=\eta$ and $\delta\psi=\pm\eta$ in (3). The drift cancels, and

$$F-S_{ab}=\mp\langle\eta,C\eta\rangle .$$

One choice lowers $F$ and the other raises it, so the point is neither a maximum nor a minimum.

In a finite basis the second-derivative matrix of $F$ is

$$H=-\begin{pmatrix}0&L\\L^T&0\end{pmatrix}.$$

If $Lq=sp$ and $L^Tp=sq$ with singular value $s>0$, then $H(p,q)^T=-s(p,q)^T$ and $H(p,-q)^T=+s(p,-q)^T$. Half of the eigenvalues are negative and half positive. This is so even at $\mathbf B=0$. There, however, (2) with $a=b$ gives $\psi=\phi$, and restricting $F$ to $\psi=\phi$ yields a maximum. In a field the same restriction removes $M$.

For $a=b$ the structure is clearer with $\phi=p+q$ and $\psi=p-q$. At the solution, $p$ and $q$ are the parts of $\phi$ even and odd in $\mathbf B$. The cross terms in $C$ cancel by symmetry. Those in $M$ add, because $\langle p,Mq\rangle-\langle q,Mp\rangle=2\langle p,Mq\rangle$. Hence

$$F=2\langle u,p\rangle-\langle p,Cp\rangle+\langle q,Cq\rangle-2\langle p,Mq\rangle. \tag{4}$$

$F$ is concave in $p$ and convex in $q$.

## Bounds that survive

Minimize (4) over $q$ at fixed $p$. The condition $Cq=M^Tp=-Mp$ gives $q=-C^{-1}Mp$, and the $q$ terms become $-\langle Mp,C^{-1}Mp\rangle$. Therefore

$$S_{aa}=\max_p\left[2\langle u,p\rangle-\langle p,(C+M^TC^{-1}M)p\rangle\right]. \tag{5}$$

Each trial $p$ gives a lower bound. The added operator is non-negative, so within these assumptions $S_{aa}(\mathbf B)\le S_{aa}(0)$.

Maximizing over $p$ first gives $p=C^{-1}(u-Mq)$, and each $q$ gives an upper bound:

$$S_{aa}\le\langle u-Mq,C^{-1}(u-Mq)\rangle+\langle q,Cq\rangle. \tag{6}$$

An extremal principle thus exists for diagonal components, but (5) and (6) contain $C^{-1}$. If only a lower limit $\nu_{\min}>0$ on the spectrum of $C$ is known, then $C^{-1}\le1/\nu_{\min}$, and putting $1/\nu_{\min}$ in place of $C^{-1}$ leaves both bounds valid but weaker. The functional (1) requires only $C$ and $M$.

## Working equations in a finite basis

Choose real functions $t_i$ orthogonal to all functions of energy alone, and expand $\phi=\sum_jc_jt_j$ and $\psi=\sum_id_it_i$. With $\Lambda_{ij}=\langle t_i,Lt_j\rangle$, $a_i=\langle t_i,u_a\rangle$ and $b_i=\langle t_i,u_b\rangle$,

$$F=d^Tb+a^Tc-d^T\Lambda c .$$

Stationarity gives $\Lambda c=b$ and $\Lambda^Td=a$, so the estimate is

$$S_{ab}^{\rm trial}=a^T\Lambda^{-1}b=a^Tc. \tag{7}$$

One linear solve suffices for the value; the partner enters through the error (3). For linearly independent $t_i$ the inverse exists, because $c^T\Lambda c=\langle\phi,C\phi\rangle>0$ for $c\neq0$. Also $\Lambda(\mathbf B)^T=\Lambda(-\mathbf B)$, so the estimate obeys Onsager's relation in any truncated basis. Both properties rest on using the same basis for $\psi$ and $\phi$.

The basis must contain functions that the drift can connect. With $u_x$ alone, $\Lambda=\langle u_x,Cu_x\rangle$ and the estimate does not depend on the field. On a grid, the discrete derivative must be antisymmetric in the weighted inner product. Otherwise its symmetric part acts as an artificial addition to $C$.

## A six-function model

Let the elastic kernel be $\nu_0r(\mathbf k)r(\mathbf k')$, with $r$ even and $\langle r\rangle=1$. Then $C\phi=\nu_0r(\phi-\langle r\phi\rangle)$. For odd $\phi$ the average vanishes, so $C$ multiplies by $\nu_0r$. The drift $\partial_\alpha$ keeps odd functions odd. Take

$$r=1+AK,\qquad K=x^4+y^4+z^4-\tfrac35,\qquad A=-2.$$

Since $\langle x^4\rangle=1/5$, $\langle K\rangle=0$. The relative rate is 0.2 along 100, 1.2 along 110 and 1.533 along 111.

The basis is $u_x=\sqrt3x$, $f_x=\frac{\sqrt7}2x(5x^2-3)$, $h_x=\frac{\sqrt{105}}2x(y^2-z^2)$ and the partners $u_y$, $f_y$, $h_y=\frac{\sqrt{105}}2y(x^2-z^2)$. It is orthonormal and closed under $\partial_\alpha$. In units of $\nu_0$, with $\beta=\omega_c/\nu_0$,

$$L=\begin{pmatrix}C_3&\beta R_3\\-\beta R_3&C_3\end{pmatrix},$$

$$C_3=\begin{pmatrix}1&g&0\\g&0.8545&0\\0&0&1.0485\end{pmatrix},\qquad
R_3=\begin{pmatrix}1&0&0\\0&-\frac32&\frac{\sqrt{15}}2\\0&\frac{\sqrt{15}}2&-\frac12\end{pmatrix}.$$

The zeros in $C_3$ follow from exchanging $y$ and $z$, which reverses $h_x$ but not $u_x,f_x$ or $K$. For the coupling, cubic symmetry gives $\langle x^2K\rangle=\frac13\langle K\rangle=0$ and $\langle x^4K\rangle=\frac13\langle K^2\rangle$. Using $\langle x^8\rangle=1/9$ and $\langle x^4y^4\rangle=1/105$,

$$g=A\frac{\sqrt{21}}2\,5\left(\frac19+\frac2{105}-\frac3{25}\right)=\frac{8\sqrt{21}}{315}A=-0.2328 .$$

To solve $L\phi=u_x$, collect the $x$-type and $y$-type coefficients as $\zeta=c_x+ic_y$. The two block equations combine into $(C_3-i\beta R_3)\zeta=(1,0,0)^T$. Eliminating $f$ and $h$ yields

$$S_{xx}+iS_{yx}=\frac1{1-i\beta-g^2Q(\beta)}, \tag{8}$$

where $Q$ is the $ff$ element of the inverse of the lower $2\times2$ block of $C_3-i\beta R_3$. The trial space $\{u_x,u_y\}$ omits $g^2Q$ and gives $S_{xx}=1/(1+\beta^2)$. Fourfold symmetry gives $S_{xy}=-S_{yx}$.

**Sign of the trial error.** For weak anisotropy, replace the lower block of $C_3$ by unity. The lower block of $R_3$ has eigenvalues 1 and $-3$. Its $ff$ element $-3/2$ fixes their weights as $3/8$ and $5/8$, so

$$Q=\frac{3/8}{1-i\beta}+\frac{5/8}{1+3i\beta}.$$

To order $g^2$ the trial error is $-g^2\,{\rm Re}[Q/(1-i\beta)^2]$. With $b=\beta^2$,

$$S_{xx}^{\rm trial}-S_{xx}=-\frac{g^2}{8(1+b)^2}\left[\frac{3(1-3b)}{1+b}+\frac{5(1+5b)}{1+9b}\right].$$

Over a common denominator the numerator is $8+48b-56b^2=8(1-b)(1+7b)$, so

$$S_{xx}^{\rm trial}-S_{xx}=-g^2\frac{(1-\beta^2)(1+7\beta^2)}{(1+\beta^2)^3(1+9\beta^2)}. \tag{9}$$

Relative to the six-function model, the estimate is too low for $\beta<1$ and too high for $\beta>1$. At zero field this error is $-g^2$; at strong field it tends to $+7g^2/(9\beta^4)$. For $A=-2$, the six-function model puts the sign change at $\beta=1.014$, or 0.346 T for the parameters below.

These values belong to the six-function space. The rate also couples $u_x$ to fifth-order harmonics, which contribute to the error at the same order in $A$. With all harmonics the error still changes from negative to positive, but at $\beta\approx0.66$ for weak anisotropy and at $\beta\approx0.65$, or 0.22 T, for $A=-2$.

## Numbers in the regime of potassium

Potassium suits the example because its Fermi surface is nearly spherical. The inputs are $n=1.4\times10^{22}$ cm$^{-3}$ and $m=1.2\,m_e$, both rough, a chosen scattering time $\tau=1/\nu_0=20$ ps, and 2 K. Then $\sigma_0=ne^2\tau/m=6.58\times10^7$ S/cm, or $1/\sigma_0=15.21$ n$\Omega$ cm. The field enters as $\beta=eB\tau/m$, which is 0.293 at 0.1 T and 2.931 at 1 T. The values of $S_{xx}=\sigma_{xx}/\sigma_0$ are:

| $B$ (T) | two functions | six functions | all harmonics |
|---|---|---|---|
| 0 | 1.000 | 1.068 | 1.238 |
| 0.1 | 0.921 | 0.962 | 0.983 |
| 1 | 0.1042 | 0.1039 | 0.1028 |

The last column solves the same scattering model along each orbit on a grid. At zero field the values rise as the basis grows, as the maximum principle requires. At 1 T they fall. Relative to the six-function result, the two-function error is $-4.3\%$ at 0.1 T and $+0.36\%$ at 1 T. At 1 T, (9) predicts an absolute error of $3.6\times10^{-4}$, against $3.7\times10^{-4}$ from the matrices.

Six functions are not a converged basis for this anisotropy. At zero field they give $S_{xx}$ 14% below the full solution. At 0.1 T the deficit is 2%, but the magnitude of $S_{xy}$, 0.280 against 0.330, is 15% too small. Agreement in one component does not certify the other.

**Bounds at 1 T.** In (5) take $p$ proportional to $u_x$. Since $Mu_x=-\beta u_y$ and $\langle u_y,C^{-1}u_y\rangle=1.0677$, the quadratic coefficient is $1+8.593\times1.0677=10.175$, and the lower bound is $1/10.175=0.0983$. In (6) take $q=cu_y$, for which $Mq=c\beta u_x$. Minimizing $1.0677(1-c\beta)^2+c^2$ gives $1.0677/10.175=0.1049$. Both use $C^{-1}$ within the six-function space, so they are bounds for that model, whose value 0.1039 lies between them.

**Correct and wrong pairing at 1 T.** Add $\epsilon f_x$ to both exact six-function solutions, with equal or opposite signs. The errors are $\mp0.8545\,\epsilon^2$: $\mp8.5\times10^{-3}$ for $\epsilon=0.1$ and $\mp8.5\times10^{-5}$ for $\epsilon=0.01$. If $\psi$ is held at the solution for $+\mathbf B$ and only $\phi$ is perturbed, the errors are $5.2\times10^{-3}$ and $5.2\times10^{-4}$. With the correct partner, the same error in $\phi$ alone would leave $F$ exact, by (3) with $\delta\psi=0$. If both functions of the wrong pair are perturbed, the linear and quadratic errors add: $-3.4\times10^{-3}$ or $+1.4\times10^{-2}$ at $\epsilon=0.1$, and $4.3\times10^{-4}$ or $6.0\times10^{-4}$ at $\epsilon=0.01$, for equal or opposite signs. For crude trial functions the wrong pair can thus come out closer by cancellation; as they improve, its linear error dominates. The singular values of $L$ are 8.85, 3.14 and 3.04, each twice, so $H$ has six positive and six negative eigenvalues.

**Resistivity.** From (8), $\rho_{xx}\sigma_0={\rm Re}(1/\zeta_1)=1-g^2{\rm Re}\,Q$. The two-function trial therefore gives 15.21 n$\Omega$ cm at every field and misses the magnetoresistance. In the six-function model $\rho_{xx}$ rises from 14.24 to 15.17 n$\Omega$ cm between 0 and 1 T, by 6.5%. With all harmonics it rises from 12.28 to 15.11 n$\Omega$ cm, by 23%. At strong field $Q\to0$, so the six-function resistivity saturates at $1/\sigma_0$. Measured potassium commonly shows a roughly linear rise that does not saturate, which this model does not explain.

**Relation to the real metal.** The nearly eightfold variation of the scattering rate is a strong, chosen anisotropy, not a property established for potassium, and a real kernel need not factorize. The zero-field result is sensitive to the anisotropy: setting $A=0$ at the same $\nu_0$ moves the zero-field resistivity from 12.28 to 15.21 n$\Omega$ cm. The bulk effects estimated next are smaller; the effect of surfaces depends on the sample thickness. A rough Bloch-law estimate puts phonon resistivity at $4\times10^{-4}$ of $1/\sigma_0$. At 1 T the Landau spacing is 0.096 meV against $k_BT=0.172$ meV, and the thermal factor of quantum oscillations is about $3\times10^{-14}$. For a scattering rate that varies smoothly with energy on the scale of $E_F$, thermal smearing changes the conductivity by a relative amount equal to $(k_BT/E_F)^2\approx10^{-8}$ times a numerical factor; for $\tau\propto\varepsilon^s$ at zero field and fixed density the factor is $\frac{\pi^2}6s(s+\frac32)$, about 7 for $s=\frac32$. The Fermi radius is 0.88 of the distance to the nearest zone face, so the model orbits do not reach it and magnetic breakdown is left out. A 1% heavier mass at fixed $\tau$ raises $\sigma_{xx}$ at 1 T by 0.8%. The mean free path is 14 µm at the mean scattering rate and 72 µm at the low rate along 100, and the orbit radius at 1 T is 4.9 µm; a sample not much thicker than the longest of these lengths may need surface scattering in the equation.

## Table of computed values

```
density (rough) 1.40e+22 cm^-3; mass ratio (rough) 1.2
scattering time 20 ps; anisotropy A -2.0; temperature 2.0 K
relative rate along 100, 110, 111: 0.200, 1.200, 1.533
sigma0 = n e^2 tau/m: 6.5752e+07 S/cm
collision block C/nu0, order (u, f, h) of x type:
    1.00000  -0.23277   0.00000
   -0.23277   0.85455   0.00000
    0.00000   0.00000   1.04848
rotation block R, rows x type, columns y type:
    1.00000   0.00000   0.00000
    0.00000  -1.50000   1.93649
    0.00000   1.93649  -0.50000
B = 0: S_xx trial 1.00000, model 1.06769, all l 1.23834
B = 0: rho model 14.2444, all l 12.2815 nOhm cm
B = 0.1 T: beta = 0.2931
  S_xx trial 0.920870, model 0.962304, all l 0.983274
  S_xy trial -0.269941, model -0.279949, all l -0.329607
  trial error in S_xx against model: -4.306 %
  sigma_xx model: 6.3273e+07 S/cm
  rho_xx trial 15.2087, model 14.5713, all l 13.9049 nOhm cm
B = 1.0 T: beta = 2.9314
  S_xx trial 0.104244, model 0.103872, all l 0.102822
  S_xy trial -0.305576, model -0.305548, all l -0.304777
  trial error in S_xx against model: +0.358 %
  sigma_xx model: 6.8298e+06 S/cm
  rho_xx trial 15.2087, model 15.1683, all l 15.1146 nOhm cm
trial error changes sign at beta = 1.0140, B = 0.3459 T
same for weak anisotropy 0.001: beta = 1.0000
singular values of L at 1 T: 8.8502 8.8502 3.1411 3.1411 3.0442 3.0442
single-function maximum at 1 T: 1.06769
1 T, f_x admixture 0.1: F-S equal -8.545e-03, opposite +8.545e-03, wrong pair +5.170e-03
1 T, f_x admixture 0.01: F-S equal -8.545e-05, opposite +8.545e-05, wrong pair +5.170e-04
neglected effects:
  phonon resistivity (Bloch law, rough) / (1/sigma0): 3.8e-04
  Landau spacing at 1 T: 0.0965 meV; k_B T: 0.1723 meV
  thermal factor of quantum oscillations at 1 T: 3.4e-14
  Fermi energy 1.765 eV; (k_B T/E_F)^2 = 9.5e-09
  Fermi radius / distance to nearest bcc zone face: 0.877
  change of sigma_xx at 1 T for 1 % heavier mass: +0.77 %
  mean free path 14.39 um; orbit radius at 1 T 4.91 um
```
